# The Hartree-Fock gradient in an atom-centred basis without orbital response: verification in Python

```python
"""
Result under test: the closed-shell Hartree-Fock gradient in a moving basis,
  dE/dX = dVnn/dX + tr(P dh/dX) + 1/2 tr(P dG[P]/dX) - tr(W dS/dX),
needs no derivative of the orbital coefficients.
  S, h : overlap and one-electron matrices; eri : repulsion integrals (mn|ls)
  P    : density matrix 2 Co Co^T, Co = occupied orbital coefficients
  G[P] : Coulomb minus half exchange matrix; F = h + G[P]
  W    : energy-weighted density 2 Co diag(eps) Co^T
  Vnn  : nuclear repulsion; X : one Cartesian coordinate of one nucleus
Hartree atomic units. Example: water, RHF/6-31G, unsymmetrical geometry.
"""
import numpy as np
from scipy.linalg import eigh
from scipy.constants import physical_constants, h as planck, c as light
from pyscf import gto, scf

SYMBOLS = ("O", "H", "H")
LABELS = ("O", "H1", "H2")
GEOMETRY = np.array([[0.0, 0.0, 0.0], [0.0, 1.6, 1.2], [0.0, -1.4, 1.1]])
NOCC = 5
STEP = 0.005
SHIFTS = (-2, -1, 1, 2)


def molecule(coords):
    atoms = [(s, r.tolist()) for s, r in zip(SYMBOLS, coords)]
    return gto.M(atom=atoms, unit="Bohr", basis="6-31g", verbose=0)


def integrals(mol):
    core = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    return mol.intor("int1e_ovlp"), core, mol.intor("int2e"), mol.energy_nuc()


def mean_field(eri, P):
    coulomb = np.einsum("mnls,ls->mn", eri, P)
    exchange = np.einsum("mlns,ls->mn", eri, P)
    return coulomb - 0.5 * exchange


def energy(P, ints):
    S, h, eri, vnn = ints
    return np.sum(P * h) + 0.5 * np.sum(P * mean_field(eri, P)) + vnn


def density(C):
    return 2.0 * C[:, :NOCC] @ C[:, :NOCC].T


def solve(coords, start=None):
    """Converged RHF state, tightened by plain fixed-point iterations."""
    mol = molecule(coords)
    ints = integrals(mol)
    S, h, eri, vnn = ints
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-12
    mf.conv_tol_grad = 1e-7
    mf.kernel(dm0=start)
    assert mf.converged
    P = mf.make_rdm1()
    P = np.array(P)
    for _ in range(12):
        eps, C = eigh(h + mean_field(eri, P), S)
        P = density(C)
    F = h + mean_field(eri, P)
    assert np.abs(F @ P @ S - S @ P @ F).max() < 1e-8
    return {"ints": ints, "P": P, "C": C, "eps": eps, "F": F,
            "E": energy(P, ints)}


def displaced(atom, axis):
    result = []
    for k in SHIFTS:
        coords = GEOMETRY.copy()
        coords[atom, axis] += k * STEP
        result.append(coords)
    return result


def slope(values):
    m2, m1, p1, p2 = values
    return (8.0 * (p1 - m1) - (p2 - m2)) / (12.0 * STEP)


def curvature(values, centre):
    m2, m1, p1, p2 = values
    return (16.0 * (p1 + m1) - p2 - m2 - 30.0 * centre) / (12.0 * STEP**2)


mol = molecule(GEOMETRY)
ref = solve(GEOMETRY)
S, h, eri, vnn = ref["ints"]
P, C, eps, F = ref["P"], ref["C"], ref["eps"], ref["F"]
Co, Cv = C[:, :NOCC], C[:, NOCC:]
W = 2.0 * (Co * eps[:NOCC]) @ Co.T
assert np.abs(W - 0.5 * P @ F @ P).max() < 1e-7
assert np.abs(P @ S @ P - 2.0 * P).max() < 1e-10

# Integrals with the electron gradient acting on the first function.
grad_S = mol.intor("int1e_ipovlp", comp=3)
grad_h = mol.intor("int1e_ipkin", comp=3) + mol.intor("int1e_ipnuc", comp=3)
grad_eri = mol.intor("int2e_ip1", comp=3)
charges = mol.atom_charges()


def atom_rows(atom):
    first, last = mol.aoslice_by_atom()[atom, 2:4]
    return slice(int(first), int(last))


def integral_derivatives(atom, axis):
    """dS, operator part of dh, basis part of dh, and d(eri)."""
    rows = atom_rows(atom)

    def moved(half):
        out = np.zeros_like(half[axis])
        out[rows] = -half[axis][rows]
        return out + out.T

    with mol.with_rinv_origin(GEOMETRY[atom]):
        inverse = mol.intor("int1e_iprinv", comp=3)[axis]
    operator = -charges[atom] * (inverse + inverse.T)
    one = np.zeros_like(eri)
    one[rows] = -grad_eri[axis][rows]
    pair = one + one.transpose(1, 0, 2, 3)
    return moved(grad_S), operator, moved(grad_h), pair + pair.transpose(2, 3, 0, 1)


def nuclear_derivative(atom, axis):
    total = 0.0
    for other in range(len(SYMBOLS)):
        if other != atom:
            d = GEOMETRY[atom] - GEOMETRY[other]
            total -= charges[atom] * charges[other] * d[axis] / np.linalg.norm(d)**3
    return total


def gradient_terms(P, W, atom, axis):
    """Nuclear, operator, one-electron basis, two-electron, overlap terms."""
    dS, operator, basis, deri = integral_derivatives(atom, axis)
    return np.array([nuclear_derivative(atom, axis), np.sum(P * operator),
                     np.sum(P * basis), 0.5 * np.sum(P * mean_field(deri, P)),
                     -np.sum(W * dS)])


# All nine components against reconverged energies; integrals against differences.
gradient = np.zeros((3, 3))
numerical = np.zeros((3, 3))
hellmann = np.zeros((3, 3))
states = {}
for atom in range(3):
    for axis in range(3):
        points = [solve(r, P) for r in displaced(atom, axis)]
        states[atom, axis] = points
        terms = gradient_terms(P, W, atom, axis)
        gradient[atom, axis] = terms.sum()
        hellmann[atom, axis] = terms[0] + terms[1]
        numerical[atom, axis] = slope([p["E"] for p in points])
        dS, operator, basis, deri = integral_derivatives(atom, axis)
        exact = (dS, operator + basis, deri)
        for k in range(3):
            difference = slope([p["ints"][k] for p in points])
            assert np.abs(difference - exact[k]).max() < 1e-6
max_error = np.abs(gradient - numerical).max()
assert max_error < 1e-7

# Translation: the full gradient sums to zero, the Hellmann-Feynman part does not.
full_sum = gradient.sum(axis=0)
hellmann_sum = hellmann.sum(axis=0)
assert np.abs(full_sum).max() < 1e-8
assert np.linalg.norm(hellmann_sum) > 1e-3

# Density response for the y coordinate of the first hydrogen.
ATOM, AXIS = 1, 1
points = states[ATOM, AXIS]
terms = gradient_terms(P, W, ATOM, AXIS)
dS = integral_derivatives(ATOM, AXIS)[0]
dP = slope([p["P"] for p in points])
D = C.T @ S @ dP @ S @ C
occ_error = np.abs(D[:NOCC, :NOCC] + 2.0 * Co.T @ dS @ Co).max()
vir_error = np.abs(D[NOCC:, NOCC:]).max()
mixed_norm = np.linalg.norm(D[:NOCC, NOCC:])
fock_mixed = np.abs(Co.T @ F @ Cv).max()
trace_FdP = np.sum(F * dP)
assert occ_error < 1e-6 and vir_error < 1e-6
assert mixed_norm > 1e-3 and fock_mixed < 1e-8
assert abs(trace_FdP - terms[4]) < 1e-6
assert abs(terms[4]) > 1e-3

# Frozen coefficients, only reorthonormalised: right slope, wrong curvature.
frozen = []
for p in points:
    metric = Co.T @ p["ints"][0] @ Co
    frozen.append(energy(2.0 * Co @ np.linalg.solve(metric, Co.T), p["ints"]))
frozen_slope = slope(frozen)
relaxed_curvature = curvature([p["E"] for p in points], ref["E"])
frozen_curvature = curvature(frozen, ref["E"])
assert abs(frozen_slope - gradient[ATOM, AXIS]) < 1e-7
assert frozen_curvature > relaxed_curvature + 1e-3

# A non-stationary determinant: eigenvectors of the core Hamiltonian alone.
core_C = eigh(h, S)[1]
core_P = density(core_C)
core_F = h + mean_field(eri, core_P)
core_points = [density(eigh(p["ints"][1], p["ints"][0])[1]) for p in points]
core_slope = slope([energy(q, p["ints"]) for q, p in zip(core_points, points)])
core_formula = gradient_terms(core_P, 0.5 * core_P @ core_F @ core_P,
                              ATOM, AXIS).sum()
core_D = core_C.T @ S @ slope(core_points) @ S @ core_C
core_F_mo = core_C.T @ core_F @ core_C
core_response = 2.0 * np.sum(core_F_mo[:NOCC, NOCC:] * core_D[:NOCC, NOCC:])
core_gap = core_slope - core_formula
assert abs(core_gap) > 1e-3
assert abs(core_gap - core_response) < 1e-5

# Hellmann-Feynman slope by moving only the nucleus, basis and density fixed.
nucleus_only = []
for coords, p in zip(displaced(ATOM, AXIS), points):
    with mol.with_rinv_origin(coords[ATOM]):
        attraction = -charges[ATOM] * np.sum(P * mol.intor("int1e_rinv"))
    nucleus_only.append(attraction + p["ints"][3])
hellmann_slope = slope(nucleus_only)
assert abs(hellmann_slope - hellmann[ATOM, AXIS]) < 1e-6

# Complete Pulay term from the residual (f - eps_i) psi_i.
rows = atom_rows(ATOM)
half_fock = -grad_h[AXIS] - mean_field(grad_eri[AXIS], P)
residual = half_fock @ Co + (grad_S[AXIS] @ Co) * eps[:NOCC]
pulay = 4.0 * np.sum(Co[rows] * residual[rows])
assert abs(pulay - (numerical[ATOM, AXIS] - hellmann_slope)) < 1e-6

hartree_in_rydberg = (physical_constants["Hartree energy"][0]
                      / (physical_constants["Rydberg constant"][0] * planck * light))
main = gradient[ATOM, AXIS]
unit = "hartree/bohr"
print("Water, RHF/6-31G; basis functions:", S.shape[0])
for label, r in zip(LABELS, GEOMETRY):
    print(f"{label} position x y z: {r[0]:.1f} {r[1]:.1f} {r[2]:.1f} bohr")
for label, r in zip(LABELS[1:], GEOMETRY[1:]):
    print(f"O-{label} distance: {np.linalg.norm(r - GEOMETRY[0]):.4f} bohr")
print(f"Finite-difference step: {STEP} bohr")
print(f"Total energy: {ref['E']:.8f} hartree")
print("Occupied orbital energies:", " ".join(f"{e:.5f}" for e in eps[:NOCC]), "hartree")
print("Contributions to dE/dy of H1:")
names = ("nuclear repulsion", "attraction operator", "one-electron, basis motion",
         "two-electron, basis motion", "overlap term -tr(W dS)")
for name, value in zip(names, terms):
    print(f"  {name}: {value:.8f} {unit}")
print(f"  tr(P dh), operator plus basis: {terms[1] + terms[2]:.8f} {unit}")
print(f"  total from formula: {main:.8f} {unit}")
print(f"  total from reconverged energies: {numerical[ATOM, AXIS]:.8f} {unit}")
print(f"  total from formula, converted: {main * hartree_in_rydberg:.8f} Ry/bohr")
print(f"  total if overlap term omitted: {main - terms[4]:.8f} {unit}")
print("In-plane gradient, y and z:")
for label, g in zip(LABELS, gradient):
    print(f"  {label}: {g[1]:.8f} {g[2]:.8f} {unit}")
print(f"Largest error of nine components: {max_error:.1e} {unit}")
print("Density response to y of H1:")
print(f"  tr(F dP) from converged densities: {trace_FdP:.8f} {unit}")
print(f"  occupied-block deviation: {occ_error:.1e} 1/bohr")
print(f"  virtual-block largest element: {vir_error:.1e} 1/bohr")
print(f"  mixed-block norm: {mixed_norm:.6f} 1/bohr")
print(f"  largest occupied-virtual Fock element: {fock_mixed:.1e} hartree")
print("Frozen, reorthonormalised orbitals, y of H1:")
print(f"  slope: {frozen_slope:.8f} {unit}")
print(f"  curvature, frozen: {frozen_curvature:.5f} hartree/bohr^2")
print(f"  curvature, relaxed: {relaxed_curvature:.5f} hartree/bohr^2")
print("Core-Hamiltonian determinant, y of H1:")
print(f"  true slope: {core_slope:.6f} {unit}")
print(f"  formula without response: {core_formula:.6f} {unit}")
print(f"  missing slope: {core_gap:.6f} {unit}")
print(f"  predicted response term: {core_response:.6f} {unit}")
print("Hellmann-Feynman and Pulay parts, y of H1:")
print(f"  Hellmann-Feynman: {hellmann[ATOM, AXIS]:.8f} {unit}")
print(f"  complete Pulay term: {pulay:.8f} {unit}")
print(f"Hellmann-Feynman sum over atoms, y z: {hellmann_sum[1]:.6f} {hellmann_sum[2]:.6f} {unit}")
print(f"Full gradient sum, largest component: {np.abs(full_sum).max():.1e} {unit}")
print("all assertions hold")
```

Output:

```
Water, RHF/6-31G; basis functions: 13
O position x y z: 0.0 0.0 0.0 bohr
H1 position x y z: 0.0 1.6 1.2 bohr
H2 position x y z: 0.0 -1.4 1.1 bohr
O-H1 distance: 2.0000 bohr
O-H2 distance: 1.7804 bohr
Finite-difference step: 0.005 bohr
Total energy: -75.97510914 hartree
Occupied orbital energies: -20.56821 -1.33738 -0.68854 -0.55236 -0.49930 hartree
Contributions to dE/dy of H1:
  nuclear repulsion: -1.71092618 hartree/bohr
  attraction operator: 1.68432190 hartree/bohr
  one-electron, basis motion: 1.97653649 hartree/bohr
  two-electron, basis motion: -1.70684395 hartree/bohr
  overlap term -tr(W dS): -0.18275113 hartree/bohr
  tr(P dh), operator plus basis: 3.66085839 hartree/bohr
  total from formula: 0.06033713 hartree/bohr
  total from reconverged energies: 0.06033713 hartree/bohr
  total from formula, converted: 0.12067425 Ry/bohr
  total if overlap term omitted: 0.24308826 hartree/bohr
In-plane gradient, y and z:
  O: -0.07613809 -0.05065087 hartree/bohr
  H1: 0.06033713 0.05356561 hartree/bohr
  H2: 0.01580096 -0.00291474 hartree/bohr
Largest error of nine components: 1.7e-10 hartree/bohr
Density response to y of H1:
  tr(F dP) from converged densities: -0.18275113 hartree/bohr
  occupied-block deviation: 5.7e-11 1/bohr
  virtual-block largest element: 8.8e-12 1/bohr
  mixed-block norm: 0.312812 1/bohr
  largest occupied-virtual Fock element: 3.0e-12 hartree
Frozen, reorthonormalised orbitals, y of H1:
  slope: 0.06033713 hartree/bohr
  curvature, frozen: 0.34318 hartree/bohr^2
  curvature, relaxed: 0.22873 hartree/bohr^2
Core-Hamiltonian determinant, y of H1:
  true slope: 0.276153 hartree/bohr
  formula without response: 0.330339 hartree/bohr
  missing slope: -0.054186 hartree/bohr
  predicted response term: -0.054186 hartree/bohr
Hellmann-Feynman and Pulay parts, y of H1:
  Hellmann-Feynman: -0.02660428 hartree/bohr
  complete Pulay term: 0.08694141 hartree/bohr
Hellmann-Feynman sum over atoms, y z: -0.074677 1.936404 hartree/bohr
Full gradient sum, largest component: 1.9e-15 hartree/bohr
all assertions hold
```
